# Even-Order Legendre Solution for Electron Drift with Anisotropic Scattering

A fluid calculation of a deposition reactor can read the electron mobility from a table in reduced field $E/N$. If the table comes from a Legendre expansion of the electron Boltzmann equation, its builder must decide how many terms to keep. In the model gas below, two terms give a drift velocity 3.4% too high, and four bring the truncation error below 0.1%. To use that result one must know that the scheme solves the right equation and which errors a Monte Carlo comparison can resolve.

## The two-term closure and its defect

Electrons of density far below the gas density $N$ move in a steady, uniform field. The gas is uniform and at first cold. Collisions neither create nor remove electrons, so $d\langle z\rangle/dt=\langle v_z\rangle$, and the drift velocity of the swarm's centre equals the mean velocity.

Let $z$ point along the acceleration $a=eE/m$, with $e,E>0$, and let $\mu=v_z/v$. The steady Boltzmann equation and the expansion are

$$a\,\frac{\partial f}{\partial v_z}=C[f],\qquad f(v,\mu)=\sum_{l=0}^{L-1}f_l(v)P_l(\mu).$$

The naive choice is $L=2$. It fails when the field turns the distribution strongly forward between collisions. In the example, the twelve-term solution has $f_1/f_0=1.17$ at 1 eV. Its first two terms alone, $f_0(1+1.17\mu)$, would be negative for $\mu<-0.85$. Since $\int\mu f\,d\mu/\int f\,d\mu=f_1/(3f_0)$, the mean direction cosine there is 0.39, which a positive distribution can have. Higher components must repair the shape, and they also act back on $f_1$.

## The field couples neighbouring orders

At fixed transverse velocity, $\partial v/\partial v_z=\mu$ and $\partial\mu/\partial v_z=(1-\mu^2)/v$. Hence

$$\frac{\partial}{\partial v_z}=\mu\frac{\partial}{\partial v}+\frac{1-\mu^2}{v}\frac{\partial}{\partial\mu}.$$

The Legendre recurrence is

$$\mu P_k=\frac{(k+1)P_{k+1}+kP_{k-1}}{2k+1}.$$

Inserting it in $(1-\mu^2)P_k'=k(P_{k-1}-\mu P_k)$ gives

$$(1-\mu^2)P_k'=\frac{k(k+1)}{2k+1}(P_{k-1}-P_{k+1}).$$

The term $f_kP_k$ therefore contributes

$$\frac{k+1}{2k+1}\left(\frac{df_k}{dv}-\frac{k}{v}f_k\right)P_{k+1}
+\frac{k}{2k+1}\left(\frac{df_k}{dv}+\frac{k+1}{v}f_k\right)P_{k-1}.$$

To collect the coefficient of $P_l$, set $k=l-1$ in the first part and $k=l+1$ in the second.

Let $\varepsilon$ be the energy in eV, so $mv^2=2e\varepsilon$. Then $d/dv=(mv/e)\,d/d\varepsilon$, which gives $a\,d/dv=Ev\,d/d\varepsilon$ and $a/v=Ev/(2\varepsilon)$. Dividing by $Nv$ and writing $F=E/N$, with primes now denoting energy derivatives,

$$F\left[\frac{l}{2l-1}\left(f_{l-1}'-\frac{l-1}{2\varepsilon}f_{l-1}\right)
+\frac{l+1}{2l+3}\left(f_{l+1}'+\frac{l+2}{2\varepsilon}f_{l+1}\right)\right]=\frac{C_l}{Nv}.$$

Terms with an index outside $0,\ldots,L-1$ are absent. This projection was tested on $\exp(-\varepsilon+1.4\sqrt\varepsilon\,\mu)$ at $\varepsilon=0.81$ for $l=0$ to 6, in scaled units. Direct differentiation followed by angular quadrature agreed with the bracket to $2\times10^{-9}$.

For $l=1$ the bracket contains $\frac25[f_2'+3f_2/(2\varepsilon)]$, which two terms discard. Suppose $F$ is small compared with $\sigma T$, where $T$ is the energy scale of $f_0$, and let $\delta=F/(\sigma T)$. For smooth components $f_l/f_0=O(\delta^l)$, so the omitted term changes $f_1$ by a relative amount $O(\delta^2)$. Two terms are therefore expected to suffice for weak anisotropy. The estimate is formal: it applies at energies of order $T$, fails where $\varepsilon$ is not large compared with $F/\sigma$, and gives no error bound near collision thresholds.

## Why the number of terms is even

In the truncated system, the derivatives are multiplied by a matrix with entries $l/(2l-1)$ below the diagonal and $(l+1)/(2l+3)$ above it. Try the eigenvector $x_l=(2l+1)P_l(\lambda)$. Row $l$ gives

$$lP_{l-1}(\lambda)+(l+1)P_{l+1}(\lambda)=(2l+1)\lambda P_l(\lambda)=\lambda x_l.$$

The last row lacks $P_L$, so the relation closes when $P_L(\lambda)=0$. The eigenvalues are the Gauss–Legendre nodes.

For odd $L$ one node is zero: one combination of equations contains no derivative, and the boundary conditions need a different count. For even $L$ the nodes come in nonzero pairs. Numerically, the smallest absolute eigenvalue is zero to rounding for five terms and 0.239 for six. I therefore use even $L$, and set the $L/2$ odd components to zero at the upper energy edge.

## Collisions must keep their angular memory

Let scattering through angle $\chi$ have normalized density $p(c)$ in $c=\cos\chi$. Averaged over azimuth, the addition theorem turns $P_l(\mu_{\rm new})$ into $P_l(\mu)P_l(c)$. A collision thus multiplies component $l$ by the moment $\int_{-1}^{1}pP_l\,dc$.

The Henyey–Greenstein density is a convenient one-parameter model:

$$p(c)=\frac{1-g^2}{2(1+g^2-2gc)^{3/2}}.$$

Its moments follow from $G=(1+g^2-2gc)^{-1/2}=\sum_l g^lP_l(c)$. Applying $1+2g\,\partial_g$ gives

$$\sum_l(2l+1)g^lP_l(c)=\frac{1-g^2}{(1+g^2-2gc)^{3/2}}=2p(c).$$

Orthogonality then gives the moment $g^l$. Quadrature for $l=0$ to 11 reproduced it to rounding, for both values of $g$ used below.

Elastic scattering removes $\sigma_e(1-g_e^l)f_l$. For an inelastic loss $U$, electrons arriving at $\varepsilon$ come from $\varepsilon'=\varepsilon+U$. Equating numbers in the two speed intervals gives

$$C_{\rm gain}v^2dv=Nv'\sigma_i(\varepsilon')f(\varepsilon')v'^2dv',\qquad v\,dv=v'dv'.$$

Therefore $C_{\rm gain}/(Nv)=(v'^2/v^2)\sigma_i(\varepsilon')f(\varepsilon')$, and with the angular moment

$$\left.\frac{C_l}{Nv}\right|_{i}=-\sigma_i(\varepsilon)f_l(\varepsilon)
+\frac{\varepsilon+U}{\varepsilon}\sigma_i(\varepsilon+U)g_i^lf_l(\varepsilon+U).$$

For $l=1$ the gain survives when $g_i\ne0$. Even the two-term equation for $f_1$ is then nonlocal in energy and cannot be reduced to division by one local momentum-transfer cross section.

Elastic recoil is kept to first order in $m/M$. The mean loss per unit time is $(2m/M)Nv\sigma_m\varepsilon$, with $\sigma_m=\sigma_e(1-g_e)$. The number of electrons per unit energy is proportional to $\sqrt\varepsilon f_0$, and conservation of electron number gives

$$\left.\frac{C_0}{Nv}\right|_{\rm rec}=\frac1\varepsilon\frac{d}{d\varepsilon}
\left[\frac{2m}{M}\varepsilon^2\sigma_m(f_0+\tau f_0')\right].$$

Here $\tau=k_BT_g/e$; it is zero in a cold gas. In a warm gas the added term makes the flux vanish for $f_0\propto e^{-\varepsilon/\tau}$.

## A grid that respects zero energy

Central differences with all components at the same points have a defect: a sawtooth alternating from point to point has zero discrete derivative. The field couples opposite parities, so I place even $l$ at cell centres and odd $l$ at cell edges. Each derivative then spans one step $h$.

Plain differences still fail near zero energy. A distribution smooth in velocity has the leading behaviour $f_l\propto\varepsilon^{l/2}$. For $f_1=A\sqrt\varepsilon$ the combination $f_1'-f_1/(2\varepsilon)$ vanishes. In the first cell, however, the difference and average of the edge values give

$$\frac{A\sqrt h}{h}-\frac{A\sqrt h/2}{2(h/2)}=\frac{A}{2\sqrt h},$$

which grows as the grid is refined. The cure is to difference the factor left after removing the leading power:

$$f_{l-1}'-\frac{l-1}{2\varepsilon}f_{l-1}
=\varepsilon^{(l-1)/2}\frac{d}{d\varepsilon}\left[\varepsilon^{-(l-1)/2}f_{l-1}\right].$$

For even $l\ge2$ in the first cell, the bracket is differenced between edges $h$ and $2h$, since its value at zero is not an unknown.

For the upper neighbour write $f_{l+1}=\varepsilon^{(l+1)/2}y$ and $r=l+\frac32$. Then

$$f_{l+1}'+\frac{l+2}{2\varepsilon}f_{l+1}
=\varepsilon^{-(l+2)/2}(\varepsilon^ry)'
\simeq r\varepsilon^{(l-1)/2}
\frac{\varepsilon_+^ry_+-\varepsilon_-^ry_-}{\varepsilon_+^r-\varepsilon_-^r}.$$

This is correct for constant $y$, including in the first cell. For $l=0$ particle conservation takes priority, and the difference is $(\varepsilon_+f_{1,+}-\varepsilon_-f_{1,-})/(\varepsilon h)$.

With the cross sections used below, the collision term is proportional to the speed near zero energy, which is not a smooth function of the velocity vector. The differences are not exact for the terms this produces in $f$, so their effect must be controlled by refining the grid.

## From a singular matrix to a banded solve

Choose $U=sh$ with integer $s$. In a cold gas, multiply each $l=0$ row by $h\varepsilon_i$ and sum over cells. Field and recoil fluxes cancel between neighbours and vanish at the ends. The inelastic gain in cell $i$ becomes $h\varepsilon_{i+s}\sigma_i(\varepsilon_{i+s})f_{0,i+s}$, which cancels the loss in cell $i+s$. The rows are dependent, so the unmodified matrix is singular.

An integral normalization would fill a whole row and spoil the band. Instead, the first $l=0$ row is replaced by $f_0=1$. Its weight in the sum is nonzero, so the remaining rows imply the discarded balance. The solution is normalized afterwards.

Unknowns are ordered by energy cell, then by $l$. Field terms reach adjacent blocks, and inelastic gain reaches $s$ blocks upward. With $h=0.005$ eV, $U=0.2$ eV, an upper edge of 10 eV and $L=12$:

- there are $(10/0.005)\times12=24{,}000$ unknowns;
- the upper bandwidth is $(0.2/0.005)\times12=480$;
- the lower bandwidth is $L+1=13$, from an even component coupled to the next lower odd one in the preceding block.

The band holds $24{,}000\times(13+480+1)=1.19\times10^7$ entries before pivoting workspace, against $5.76\times10^8$ for the full matrix.

The velocity moments use $v^2dv\propto\sqrt\varepsilon\,d\varepsilon$ and $\frac12\int\mu^2d\mu=\frac13$:

$$w=\frac13\sqrt{\frac{2e}{m}}\,
\frac{\int\varepsilon f_1\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}.$$

Similarly, $\mu^2=(1+2P_2)/3$ gives the longitudinal energy

$$\langle\varepsilon\mu^2\rangle=\frac{\langle\varepsilon\rangle}{3}
+\frac{2}{15}\frac{\int\varepsilon^{3/2}f_2\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}.$$

## An independent particle calculation

The Monte Carlo calculation follows electrons and never uses the expansion. During a flight of duration $t$, $v_z$ increases by $at$ and the transverse velocity is constant. If flights are limited to $t_m$, the speed cannot exceed $v+at_m$. A bound on the collision rate is thus $\nu_b=N\sigma_b(v+at_m)$, where $\sigma_b$ bounds the total cross section.

Draw an exponential time with rate $\nu_b$. If it exceeds $t_m$, advance by $t_m$ without a collision and draw again, which is allowed because the exponential law has no memory. Otherwise advance to the trial and accept a collision with probability $Nv\sigma_{\rm tot}/\nu_b$, using the speed at that time. This thins the trial events to the required rate.

Integrating $p$ from $-1$ to $c$ and equating the result to a uniform number $R$ gives

$$R=\frac{1-g^2}{2g}\left[\frac1{\sqrt{1+g^2-2gc}}-\frac1{1+g}\right].$$

Solving for $c$,

$$c=\frac{1+g^2-q^2}{2g},\qquad q=\frac{1-g^2}{1-g+2gR}.$$

With uniform azimuth $\phi$, the new direction cosine is $\mu c+\sqrt{(1-\mu^2)(1-c^2)}\cos\phi$. The drift velocity is the summed displacement $v_zt+at^2/2$ divided by the summed time. Independent groups of electrons supply its standard error.

## What the comparison resolves

The model has $\sigma_e=5$ Å$^2$ and $\sigma_i=6(1-U/\varepsilon)$ Å$^2$ above $U=0.2$ eV. The mean scattering cosines are $g_e=0.3$ and $g_i=0.6$, the molecular mass is 30 u, and the field is 20 Td. After 30.65 million real collisions, Monte Carlo gives $w=133.281\pm0.055$ km/s, the uncertainty being one standard error.

| Terms | $w$ (km/s) | Difference from Monte Carlo |
|---:|---:|---:|
| 2 | 137.795 | +3.39% |
| 4 | 133.404 | +0.09% |
| 6 | 133.331 | +0.04% |
| 12 | 133.318 | +0.03% |

The two-term value lies 82 standard errors away and the twelve-term value 0.7. Monte Carlo cannot rank six terms against twelve: they differ by 0.013 km/s, about a quarter of its standard error. The expansion itself must do that. Relative to twelve terms on the same 0.005 eV grid, the errors of two, four and six are 3.4%, 0.065% and 0.010%; going from ten to twelve changes $w$ by 0.0005%. Going from two terms to four reduces the error about fiftyfold; going from four to six reduces it by a further factor of roughly seven.

Energy refinement is a different limit. At twelve terms, steps of 0.02, 0.01 and 0.005 eV give 133.330, 133.321 and 133.318 km/s. The last halving changes $w$ by 0.0017%, far less than the 3.4% by which two and twelve terms differ. The two-term solution was not refined separately.

Other moments test other components. The twelve-term mean energy is 0.51315 eV, against $0.51306\pm0.00023$ eV from Monte Carlo. The longitudinal energy is 0.2130 eV in both, with a standard error of 0.0001 eV. Two terms would force it to one third of the mean energy, because they contain no $f_2$.

Angular data matter more here than the choice between two and four terms. With field and total cross sections held fixed, making both processes isotropic lowers the twelve-term drift to 95.3 km/s. Forward scattering raises it by $133.3/95.3-1=40\%$. This comparison changes momentum transfer as well as the higher angular moments, so it does not isolate the latter.

## Where the number can be used

For a warm gas, the excited population is $e^{-U/\tau}$ times the ground population, for equal statistical weights. Detailed balance requires $\varepsilon\sigma_s(\varepsilon)=(\varepsilon+U)\sigma_i(\varepsilon+U)$ for the superelastic cross section, so here $\sigma_s=6$ Å$^2$. At zero field and 400 K the solver returns a mean energy of 0.05169 eV, against the Maxwellian $3\tau/2=0.05170$ eV. At 20 Td, with six terms and a 0.01 eV step, warming the gas from cold to 400 K lowers $w$ by 0.28% and raises the mean energy by 0.52%. The drift change exceeds the four-term truncation error.

Consider as a rough real case the weak-field bulk of an rf deposition reactor at 3 Torr and 400 K, with a 2 cm gap, 13.56 MHz drive and $10^{10}$ electrons/cm$^3$. The gas density is $7.24\times10^{16}$ cm$^{-3}$, so 20 Td means 14.5 V/cm. The model drift is $1.33\times10^7$ cm/s and the mobility $9.2\times10^5$ cm$^2$/Vs. The mean energy of 0.51 eV is low for a plasma that ionizes in its bulk, where a few eV is a rough expectation. The model puts only about $3\times10^{-12}$ of the electrons above a rough 8 eV electronic threshold, so in this picture ionization must rely on electrons energized elsewhere, for instance near the sheaths. Real vibrational cross sections can also have resonances and need not stay on a plateau; a table for a particular gas needs its own data.

The steady-field assumption is the weakest of those sized here. The power gained divided by the energy held, $Ew/\langle\varepsilon\rangle=3.8\times10^8$ s$^{-1}$, serves here as a rough energy relaxation rate; a disturbance need not decay at exactly this rate. The rf angular frequency is 0.23 of it. Heating varies at twice the drive frequency. In a linear model that relaxes at this rough rate, the energy modulation is reduced by the factor $1/\sqrt{1+(2\times0.226)^2}=0.91$. The true response is not governed by one rate, so the 9% reduction gives only an order of magnitude and can be off by a factor of two. It concerns the modulation, not the steady drift velocity; the rf drift needs a time-dependent solution.

The length $\langle\varepsilon\rangle/E=0.35$ mm, over which a drifting electron gains the mean energy from the field, is 1.8% of the gap. It is only a rough scale and does not bound how far a disturbance survives. With a single loss $U$, the quantity $\varepsilon-Ez$ modulo $U$ is unchanged by free flight and by collisions, apart from recoil. If $f$ is the uniform solution, $f\,e^{2\pi i(\varepsilon-Ez)/U}$ therefore also solves the space-dependent equation when recoil is neglected. A ripple of period $U/E=0.14$ mm, excited by a source narrow in energy, is damped in this model only by the weak recoil and can cross the whole gap. In a real plasma, several loss channels and electron–electron collisions are expected to damp it faster. A local description is thus reasonable for averages over this period well inside a uniform bulk, but not where the field changes over a distance comparable to $\langle\varepsilon\rangle/E$. The estimated electron–electron collision rate is $4\pi n_evb^2\ln(\lambda_D/b)$, where $n_e$ is the electron density, $v$ the speed at the mean energy, $\lambda_D$ the Debye length and $b=e/(8\pi\epsilon_0\langle\varepsilon\rangle)$ the distance scale of a strong deflection. It is 0.3% of the energy relaxation rate. For this model gas at 20 Td, four terms are adequate for a steady drift entry with a 0.1% truncation target. Another gas or field requires the order and grid comparisons again. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
reduced field = 20.0 Td
elastic cross section = 5.0 angstrom2
inelastic high-energy cross section = 6.0 angstrom2
inelastic loss = 0.20 eV; molecular mass = 30 u
mean scattering cosines, elastic/inelastic = 0.3/0.6
field projection maximum error = 1.7e-09 (scaled)
angular moment maximum error = 2.4e-15
smallest absolute node, 5 terms = 2.6e-16
smallest absolute node, 6 terms = 0.2386
zero-field mean energy = 0.05169 eV
three-halves kT = 0.05170 eV
energy step = 0.005 eV; top = 10.0 eV
12-term unknowns = 24000
12-term lower/upper bandwidth = 13/480
MC drift = 133.281 +/- 0.055 km/s
MC mean energy = 0.51306 +/- 0.00023 eV
MC longitudinal energy = 0.21296 +/- 0.00010 eV
MC real collisions = 30.65 million
 2 terms: drift = 137.795 km/s, MC difference = +3.387 %, +82.31 SE
 4 terms: drift = 133.404 km/s, MC difference = +0.092 %, +2.25 SE
 6 terms: drift = 133.331 km/s, MC difference = +0.038 %, +0.92 SE
 8 terms: drift = 133.321 km/s, MC difference = +0.030 %, +0.74 SE
10 terms: drift = 133.319 km/s, MC difference = +0.029 %, +0.70 SE
12 terms: drift = 133.318 km/s, MC difference = +0.028 %, +0.69 SE
2-term mean energy = 0.51869 eV
12-term mean energy = 0.51315 eV
12-term longitudinal energy = 0.21299 eV
f1/f0 at 1 eV = 1.172
10-to-12-term drift change = 0.00047 %
drift at 0.02 eV step = 133.330 km/s
drift at 0.01 eV step = 133.321 km/s
0.01-to-0.005 eV drift change = 0.0017 %
isotropic-scattering drift = 95.301 km/s
main drift converted = 1.3332e+07 cm/s
rough pressure = 3.0 Torr; gas = 400 K
gas density = 7.242e+16 cm-3
electric field = 14.485 V/cm
mobility = 9.204e+05 cm2/Vs
warm-gas drift change = -0.282 %
warm-gas mean-energy change = +0.519 %
rf frequency = 13.56 MHz
energy relaxation rate = 3.763e+08 s-1
rf angular frequency / relaxation rate = 0.226
energy relaxation length = 0.354 mm
relaxation length / 2 cm gap = 0.0177
electron density = 1.0e+10 cm-3
electron-electron / relaxation rate = 2.888e-03
fraction above 8 eV = 2.9e-12
```
